# Rotational frame transformation for the singlet $np$ Rydberg states of H₂

**Question: how do the $np\sigma$ and $np\pi$ states of H₂ turn into series converging to $N^+=0$ and $N^+=2$?**

I have clamped-nuclei quantum defects $\mu_\sigma$ and $\mu_\pi$ for the singlet $np$ Rydberg states of H₂ and want the $N=1$ levels of para-H₂ for all $n$. At low $n$ I can write Hund's case (b) terms plus a $2\times2$ $l$-uncoupling matrix. At high $n$ the levels must converge to the rotational levels of H₂⁺, which is case (d). My $2\times2$ matrix goes wrong near $n=10$, and I cannot see how the same two defects can still apply once the electron no longer follows the axis. How is the rotational frame transformation set up, how do both limits come out of it, and is the high-$n$ defect simply the angular average of $\mu_\sigma$ and $\mu_\pi$?

**Answer**

Hartree units are used throughout. The core is H₂⁺ in its $\Sigma_g^+$ ground state, treated as a rigid rotor with levels $I=BN^+(N^++1)$. The outer electron has $l=1$, spin is dropped, and $\mathbf N=\mathbf N^++\mathbf l$ with $N\ge1$. Vibration and $l$-mixing are neglected, and the defects are constant unless said otherwise.

The defects survive because they are acquired mostly inside a core radius $r_0$ of a few bohr. There the electron moves with a speed of order one atomic unit whatever $n$ is, so one passage lasts of the order of ten atomic units of time, while the spacing $6B$ between $N^+=0$ and $N^+=2$ is below $10^{-3}$. The axis stands still during the passage and $\Lambda$ is the good label. Outside $r_0$ the potential is taken as $-1/r$, neglecting the quadrupole and polarization tails of the ion, so the axis is invisible and $N^+$ is the good label. Only the time spent outside grows with $n$.

**The transformation matrix.** A $p$ orbital is $\mathbf v\cdot\hat{\mathbf r}$ up to normalization, so an angular state of electron and rotor is a vector field $\mathbf v(\hat{\mathbf R})$ on the sphere of axis directions, with norm $\int|\mathbf v|^2d\Omega$. The operator $\mathbf N^{+2}$ acts on each Cartesian component as minus the angular Laplacian. A field built from $Y\equiv Y_{NM}(\hat{\mathbf R})$ by rotation-covariant operations has total angular momentum $N,M$. There are three:

$$\phi_\sigma=\hat{\mathbf R}\,Y,\qquad \phi_\pi=\frac{\nabla_\Omega Y}{\sqrt{N(N+1)}},\qquad \phi_{\pi^-}=\hat{\mathbf R}\times\phi_\pi .$$

The first points along the axis ($\Lambda=0$), the others across it ($|\Lambda|=1$). They are normalized because integration by parts gives $\int|\nabla_\Omega Y|^2d\Omega=N(N+1)$. The components of $\phi_{\pi^-}$ are angular-momentum operators acting on $Y$, so they stay in the multiplet $N^+=N$: this $\Pi^-$ state is a case (b) and a case (d) state at once.

For the other two, use harmonic functions. Since $R^NY$ satisfies Laplace's equation, so does each component of its gradient, which is homogeneous of degree $N-1$ and hence has $N^+=N-1$. On the unit sphere the gradient is $N\hat{\mathbf R}Y+\nabla_\Omega Y=N\phi_\sigma+\sqrt{N(N+1)}\,\phi_\pi$, with squared norm $N^2+N(N+1)=N(2N+1)$. Likewise $R^{-N-1}Y$ is harmonic. Its gradient has degree $-(N+1)-1$, which belongs to $N^+=N+1$, and equals $-(N+1)\phi_\sigma+\sqrt{N(N+1)}\,\phi_\pi$, with squared norm $(N+1)(2N+1)$. Dividing by the norms gives $\Phi_i=\sum_\alpha U_{i\alpha}\phi_\alpha$, where $i=-,+$ labels $N^+=N\mp1$ and $\alpha=\sigma,\pi$:

$$U=\frac1{\sqrt{2N+1}}\begin{pmatrix}\sqrt N&\sqrt{N+1}\\-\sqrt{N+1}&\sqrt N\end{pmatrix}.$$

$U$ is orthogonal, so also $\phi_\alpha=\sum_iU_{i\alpha}\Phi_i$. The rotor energy in the case (b) basis is $B\,U^T\mathrm{diag}[N(N-1),(N+1)(N+2)]\,U$, and its elements divided by $B$ are

$$\sigma\sigma:\ \frac{N^2(N-1)+(N+1)^2(N+2)}{2N+1}=\frac{2N^3+3N^2+5N+2}{2N+1}=N(N+1)+2,$$

$$\pi\pi:\ \frac{N(N+1)\,[(N-1)+(N+2)]}{2N+1}=N(N+1),$$

$$\sigma\pi:\ \frac{\sqrt{N(N+1)}\,[N(N-1)-(N+1)(N+2)]}{2N+1}=-2\sqrt{N(N+1)},$$

where the last bracket is $-(4N+2)$. This is your $l$-uncoupling matrix, which for $N=1$ has $4$ and $2$ on the diagonal and $-2.828$ off it.

**The level condition.** Define $\nu_i$ by $\varepsilon_i=E-I_i=-1/(2\nu_i^2)$, and set $\Delta=I_+-I_-=B(4N+2)$ and $\delta=\pi(\mu_\sigma-\mu_\pi)$. Let $f,g$ be the energy-normalized regular and irregular Coulomb $p$ waves, with Wronskian $fg'-f'g=2/\pi$. Below threshold $f$ is continued in energy so that $f\to\sqrt{1-\nu^{-2}}\,(2r)^2/6$ as $r\to0$, and $g$ is then fixed by the Wronskian together with

$$f=\sin\pi\nu\;G-\cos\pi\nu\;D,\qquad g=-\cos\pi\nu\;G-\sin\pi\nu\;D,$$

with $G$ growing and $D$ decaying at large $r$. The growing part of $f$ vanishes at integer $\nu$, the hydrogen spectrum. Near $r_0$ this pair changes little over an energy interval $\Delta$ (by a few thousandths at $r=3$ bohr for the ion treated below), and $\nu>2$ is assumed, away from $\nu=1$, where $\sin\pi\nu$ vanishes although hydrogen has no $1p$ level.

At $r_0$ the clamped-axis solution of symmetry $\alpha$ is $\phi_\alpha\,(f\cos\pi\mu_\alpha-g\sin\pi\mu_\alpha)$, and its growing part $\sin\pi(\nu+\mu_\alpha)$ vanishes at $\nu=n-\mu_\alpha$, as a defect requires. Take a superposition with amplitudes $A_\alpha$ and insert $\phi_\alpha=\sum_iU_{i\alpha}\Phi_i$. The frame transformation is one approximation: at $r_0$, $f$ and $g$ at the body-frame energy are identified with $f_i,g_i$ at $\varepsilon_i$. Beyond $r_0$ each channel then propagates exactly:

$$\psi=\sum_i\Phi_i\sum_\alpha U_{i\alpha}A_\alpha\,(f_i\cos\pi\mu_\alpha-g_i\sin\pi\mu_\alpha).$$

Inserting the forms of $f$ and $g$, the coefficient of $G_i$ is $\sum_\alpha U_{i\alpha}A_\alpha\sin\pi(\nu_i+\mu_\alpha)$ and that of $-D_i$ is $Z_i$:

$$\sum_\alpha U_{i\alpha}\sin\pi(\nu_i+\mu_\alpha)\,A_\alpha=0,\qquad Z_i=\sum_\alpha U_{i\alpha}\cos\pi(\nu_i+\mu_\alpha)\,A_\alpha .$$

The first equation is the bound-state condition. For the single channel $N^+=N$ it gives $E(\Pi^-)=BN(N+1)-1/[2(n-\mu_\pi)^2]$. For the pair, let $a=\pi(\nu_-+\mu_\pi)$ and $b=\pi(\nu_++\mu_\pi)$. The determinant uses $U_{-\sigma}U_{+\pi}=N/(2N+1)$ and $U_{-\pi}U_{+\sigma}=-(N+1)/(2N+1)$:

$$N\sin(a+\delta)\sin b+(N+1)\sin a\,\sin(b+\delta)=0 .$$

Divide by $\sin a\sin b\sin\delta$ and use $\sin(a+\delta)/(\sin a\sin\delta)=\cot\delta+\cot a$:

$$N\cot\pi(\nu_-+\mu_\pi)+(N+1)\cot\pi(\nu_++\mu_\pi)=-(2N+1)\cot\delta.\tag{1}$$

Together with $1/\nu_+^2=1/\nu_-^2+2\Delta$ this fixes the levels below $I_-$. The one exception is a level with $\sin a=\sin b=0$, which the division removes: it sits exactly where poles of the two cotangents coincide. Both $\nu_i$ rise with $E$, so the left side falls from $+\infty$ to $-\infty$ between neighbouring poles, and exactly one level lies between consecutive members of the merged sequence $\nu_-=n-\mu_\pi$, $\nu_+=n'-\mu_\pi$.

**Measuring the coupling case.** The decaying function is $\chi_i=-D_i=f\cos\pi\nu_i+g\sin\pi\nu_i$. From $\chi_i''=2(V-\varepsilon_i)\chi_i$ follows $(\chi_1\chi_2'-\chi_1'\chi_2)'=2(\varepsilon_1-\varepsilon_2)\chi_1\chi_2$. Integrate from $r_0$ to infinity, where the Wronskian vanishes. At $r_0$, with energy-independent $f,g$, it equals $(2/\pi)(\cos\pi\nu_1\sin\pi\nu_2-\sin\pi\nu_1\cos\pi\nu_2)=(2/\pi)\sin\pi(\nu_2-\nu_1)$, so

$$\int_{r_0}^\infty\chi_1\chi_2\,dr=\frac{\sin\pi(\nu_1-\nu_2)}{\pi(\varepsilon_1-\varepsilon_2)}\;\longrightarrow\;\frac{d\nu}{d\varepsilon}=\nu^3\quad(\nu_1\to\nu_2).$$

The limit is as good as the energy-independence of $f,g$: for $r_0=3$ bohr and $\nu=2.83$ the exact integral is $0.92\,\nu^3$. Neglecting the norm inside $r_0$ against $\nu^3$, the probability of finding the core in $N^+$ channel $i$ is $w_i=\nu_i^3Z_i^2/\mathcal N$ with $\mathcal N=\sum_i\nu_i^3Z_i^2$. The Hamiltonian contains $\Delta$ times the projector on $\Phi_+$, so the Hellmann–Feynman theorem gives $w_+=\partial E/\partial\Delta$ at fixed $I_-$. The projector on $\phi_\sigma$ has matrix $U_{i\sigma}U_{j\sigma}$, and $\varepsilon_--\varepsilon_+=\Delta$, so the probability of $\Lambda=0$ is

$$P_\sigma=\frac1{\mathcal N}\left[\frac{N\nu_-^3Z_-^2+(N+1)\nu_+^3Z_+^2}{2N+1}-\frac{2\sqrt{N(N+1)}}{2N+1}Z_-Z_+\frac{\sin\pi(\nu_--\nu_+)}{\pi\Delta}\right].$$

Case (b) means $P_\sigma=0$ or $1$, and case (d) means $w_+=0$ or $1$. When $\nu_--\nu_+\approx\nu^3\Delta\ll1$ all three overlaps equal $\nu^3$, the bracket is the square $\nu^3(\sum_iU_{i\sigma}Z_i)^2$, and it can exhaust the norm or vanish. As $\nu_--\nu_+$ grows the two radial functions dephase. The cross overlap is bounded by $1/(\pi\Delta)$ while the norm grows as $\nu^3$, and the memory of $\Lambda$ is lost. Dephasing is one of two ways in which $l$-uncoupling lowers the purity in $\Lambda$. The other is a change of the ratio $Z_+/Z_-$ while the radial functions are still in phase. It sets in when $\Delta$ matches the $\sigma$–$\pi$ gap, and it comes first when $|\mu_\sigma-\mu_\pi|$ is well below one. For the level at $\nu_0=6.944$ in the table below, the cross overlap is still $0.89$ of $(\nu_-\nu_+)^{3/2}$. With full overlap its $w_+=0.265$ would give $P_\sigma=0.84$, and dephasing lowers this to $0.79$.

**Case (b) expansion.** Near $\nu=n-\mu_\pi$, with $E_0=-1/(2\nu^2)$ and $y_i=E-I_i-E_0$, the derivatives $d\nu/d\varepsilon=\nu^3$ and $d^2\nu/d\varepsilon^2=3\nu^5$ give, modulo $\pi$, $a=\pi\nu^3y_-+\tfrac32\pi\nu^5y_-^2$ and the same for $b$ with $y_+$. In (1) put $\cot x=1/x-x/3+\dots$ and multiply by $ab$. The $x/3$ terms become third order, leaving

$$Nb+(N+1)a=-(2N+1)\cot\delta\;ab .$$

At first order $Ny_++(N+1)y_-=0$ with $y_--y_+=B(4N+2)$, so $y_-=2NB$, $y_+=-2(N+1)B$ and $E-E_0=I_-+y_-=BN(N+1)$, the $\pi\pi$ element. At second order let both $y_i$ gain $E_2$. Since $Ny_+^2+(N+1)y_-^2=4B^2N(N+1)(2N+1)$ and $y_-y_+=-4B^2N(N+1)$,

$$(2N+1)\pi\nu^3E_2+6\pi\nu^5B^2N(N+1)(2N+1)=4\pi^2\nu^6B^2N(N+1)(2N+1)\cot\delta .$$

Divide by $(2N+1)\pi\nu^3$. The $\Pi^-$ level has no such shift, so $E_2$ is the $\Lambda$-doubling:

$$E(\Pi^+)-E(\Pi^-)=qN(N+1),\qquad q=B^2\left[4\pi\nu^3\cot\delta-6\nu^2\right].\tag{2}$$

For the $\Sigma$ level refer the phases to $\mu_\sigma$, $a'=a+\delta$ and $b'=b+\delta$. The determinant $N\sin a'\sin(b'-\delta)+(N+1)\sin(a'-\delta)\sin b'=0$ becomes $(N+1)\cot a'+N\cot b'=(2N+1)\cot\delta$, or $(N+1)b'+Na'=(2N+1)\cot\delta\,a'b'$. First order gives $y_-=2(N+1)B$, $y_+=-2NB$. The product $y_-y_+$ and the quadratic sum are as before and only the sign of the right side has changed, so with $\nu=n-\mu_\sigma$

$$E(\Sigma)=-\frac1{2\nu^2}+B[N(N+1)+2]-B^2N(N+1)\left[4\pi\nu^3\cot\delta+6\nu^2\right].$$

Equation (2) shows what your matrix omits. In it $q=4B^2/(E_{n\pi}-E_{n\sigma})$. With $d=\mu_\sigma-\mu_\pi$ the gap is $1/[2(\nu-d)^2]-1/(2\nu^2)=d/\nu^3+3d^2/(2\nu^4)+\dots$, whose inverse is $\nu^3/d-3\nu^2/2+\dots$, so $q=B^2[4\pi\nu^3/\delta-6\nu^2]$. This is (2) with $\cot\delta$ replaced by $1/\delta$. The overlap integral above locates the difference. To leading order in $\nu$, the $n\pi$ state and a $\sigma$ state whose $\nu$ lies $d+k$ below it have gap $(d+k)/\nu^3$ and squared radial overlap $\sin^2\delta/(\delta+k\pi)^2$. The sum over $\sigma$ states then replaces $1/\delta$ by $\sin^2\delta\sum_k(\delta+k\pi)^{-3}=\cot\delta$, where the identity follows by differentiating $\cot\delta=\sum_k1/(\delta+k\pi)$ twice. The matrix keeps only $k=0$ and also sets its overlap to one. At this order, for the $\delta=0.824$ used below, the squared overlap is $0.79$, which lowers $1/\delta=1.214$ to $\sin^2\delta/\delta^3=0.963$, and the $\sigma$ states of other $n$ add only $-0.037$. The unit overlap is the larger error. Two scales follow. Mixing of $\sigma$ and $\pi$ becomes strong when $\Delta$ matches the gap $d/\nu^3$, at $\nu_c=(d/\Delta)^{1/3}$. A basis with a single $n$ loses its meaning when $\Delta$ matches the Rydberg spacing, at $\nu_--\nu_+\approx1$.

**Case (d) limit.** Write $\nu_-=n-\mu_{\rm eff}$. Then $\cot a=-\cot\pi(\mu_{\rm eff}-\mu_\pi)$, and (1) reads $N\cot\pi(\mu_{\rm eff}-\mu_\pi)=(2N+1)\cot\delta+(N+1)\cot b$. Invert it and multiply numerator and denominator by $\tan\delta$:

$$\tan\pi(\mu_{\rm eff}-\mu_\pi)=\frac{N\tan\delta}{(2N+1)+(N+1)\tan\delta\,\cot\pi(\nu_++\mu_\pi)}.\tag{3}$$

As $n\to\infty$, $\nu_+\to(2\Delta)^{-1/2}$, so $b$, $\mu_{\rm eff}$ and the ratio $Z_+/Z_-$ settle at fixed values. Then $w_+\propto\nu_-^{-3}\to0$ and $P_\sigma\to N/(2N+1)$, which is pure case (d) with $N^+=N-1$. The defect is a separate matter. For small $\delta$ and $\delta\,|\cot b|\ll1$, expanding (3) gives

$$\mu_{\rm eff}=\frac{N\mu_\sigma+(N+1)\mu_\pi}{2N+1}-\frac{N(N+1)}{(2N+1)^2}\frac{\delta^2}{\pi}\cot b+O(\delta^3).$$

The first term is your angular average $\sum_\alpha U_{-\alpha}^2\mu_\alpha$, and it is the defect only to first order in $\delta$ and away from members of the upper series. A state can spend almost all its time in $N^+=N-1$ and still have its phase set by virtual excitation of the core in each collision. The strength of that excitation comes from the short-range scattering matrix $S=Ue^{2\pi i\mu}U^T$. Because $U_{-\pi}U_{+\pi}=-U_{-\sigma}U_{+\sigma}=\sqrt{N(N+1)}/(2N+1)$ and $|e^{2\pi i\mu_\sigma}-e^{2\pi i\mu_\pi}|=2|\sin\delta|$,

$$|S_{-+}|^2=\frac{4N(N+1)}{(2N+1)^2}\sin^2\delta .$$

**Numbers for $N=1$.** The ion is fixed at $R=2$ bohr (its minimum in the basis used is at $2.0006$), so $B=1/(m_pR^2)=1.3615\times10^{-4}$, or $29.88\ \mathrm{cm^{-1}}$, and $\Delta=6B=8.169\times10^{-4}$. Para-H₂ has even $N^+$, so the channels are $N^+=0,2$ and $\nu_\mp$ become $\nu_0,\nu_2$. The defects come from two-electron full CI (aug-cc-pVTZ plus ten bond-centre $p$ shells), relative to $E(\mathrm H_2^+)=-0.602302$ in the same basis. For $4p\sigma$, $E=-0.636529$, the binding is $0.034227$, $\nu=(2\times0.034227)^{-1/2}=3.822$ and $\mu_\sigma=0.178$. For $n=2,3,4$ the results are $\mu_\sigma=0.168,\,0.174,\,0.178$ and $\mu_\pi=-0.084,\,-0.085,\,-0.084$. The $n=4$ values $0.17795$ and $-0.08435$ are held constant, giving $\delta=0.82406$ and $\cot\delta=0.92553$. The drift of $\mu_\sigma$ with $n$, and a spurious defect of $-0.0012$ for hydrogen $4p$ in the centre basis, mean that the third decimal of a defect is not physical. The extra digits serve the arithmetic. The values come from this one basis, whose convergence is not established here, and they depend on $R$: at the mean bond length of the $v^+=0$ ion, $2.064$ bohr, the same basis gives $\mu_\sigma=0.19$ and $\mu_\pi=-0.087$ at $n=4$, which with $B$ unchanged lowers the $q$ and the $N=1$ doubling found below from $1.16$ and $2.38$ to $1.04$ and $2.14\ \mathrm{cm^{-1}}$.

The two scales are $\nu_c=(0.26230/8.169\times10^{-4})^{1/3}=6.85$ and $\nu_0-\nu_2=1$ at $\nu_0=11.2$. A selection of the roots of (1):

| $\nu_0$ | $\nu_2$ | $A_\sigma^2$ | $P_\sigma$ | $w_2$ |
|---|---|---|---|---|
| 2.834 | 2.816 | 0.999 | 0.999 | 0.638 |
| 3.093 | 3.069 | 0.002 | 0.001 | 0.360 |
| 4.877 | 4.785 | 0.961 | 0.970 | 0.515 |
| 5.128 | 5.022 | 0.053 | 0.031 | 0.479 |
| 6.944 | 6.686 | 0.723 | 0.794 | 0.265 |
| 7.245 | 6.953 | 0.333 | 0.208 | 0.722 |
| 8.999 | 8.457 | 0.338 | 0.553 | 0.122 |
| 9.532 | 8.894 | 0.757 | 0.452 | 0.834 |
| 21.101 | 16.055 | 0.010 | 0.405 | 0.226 |
| 22.001 | 16.441 | 0.318 | 0.368 | 0.064 |

At $n=3$ the levels are $3p\sigma$ and $3p\pi^+$, with $w_2$ near the case (b) values $U_{+\sigma}^2=2/3$ and $U_{+\pi}^2=1/3$. Near $\nu_c$ the purity in $\Lambda$ is down to about $0.8$. The $\sigma$ level starts with two thirds of $N^+=2$ and nevertheless turns into the $N^+=0$ series. In the $2\times2$ picture the reason is that it is the lower level ($\mu_\sigma>\mu_\pi$), the two levels cannot cross, and the lower eigenvector of the rotor matrix is $N^+=0$. At $n=9$ the defects are $9-8.999=0.001$ in $\nu_0$ and $9-8.894=0.106$ in $\nu_2$, to be compared with the averages $(0.17795-2\times0.08435)/3=0.003$ and $0.091$. The closeness is an accident of $n=9$: the defect in $\nu_0$ is $0.027$ at $n=8$ and $-0.026$ at $n=10$, and that in $\nu_2$ is $0.047$ at $n=7$ and $0.077$ at $n=8$, so both drift through the averages without settling on them. Neither level is pure at $n=9$, with $w_2=0.12$ and $0.83$.

The short-range amplitude $A_\sigma^2$ (normalized to $A_\sigma^2+A_\pi^2=1$) tracks $P_\sigma$ only at low $n$. At $\nu_0=21.101$ it is $0.010$ while $P_\sigma=0.405$. The bound-state condition explains this: $A_\sigma=0$ requires $\sin\pi(\nu_i+\mu_\pi)=0$ in both channels, and here $\nu_0+\mu_\pi=21.017$ and $\nu_2+\mu_\pi=15.970$ are both nearly integers. The state is $\pi$ at the core through that coincidence and is not a case (b) state.

For $3p\pi$, $\nu=3.0844$, and (2) gives $q=(1.3615\times10^{-4})^2(341.26-57.08)=5.27\times10^{-6}$, or $1.16\ \mathrm{cm^{-1}}$. The $N=1$ doubling is measured from the $\Pi^-$ level, which has $N^+=1$ and so belongs to ortho-H₂. It is $2q=1.054\times10^{-5}$, while the root of (1) gives $1.085\times10^{-5}$, or $2.38\ \mathrm{cm^{-1}}$. This is 3% above $2q$, a difference of higher order in $B$, where the expansion parameter is $\pi\nu^3\Delta=0.075$. Your matrix uses $1/\delta=1.21$ in place of $0.926$, and its largest error in $\nu_0$ against the nearest root of (1) is $0.0007$ at $n=4$ and $0.098$ at $n=10$.

Near the $N^+=0$ limit, $\nu_2\to24.7397$. At $n=8000$, $\nu_2+\mu_\pi=24.7395-0.08435=24.6552$, $\cot(0.6552\pi)=-0.530$ and $\tan\delta=1/0.92553=1.0805$. The right side of (3) is $1.0805/(3-2\times1.0805\times0.530)=0.5826$, so $\mu_{\rm eff}=-0.0844+0.1679=0.084$. The average is $0.003$, although $w_2$ is only $1.9\times10^{-8}$ (it is $1.5\times10^{-7}$ at $n=4000$, the factor 8 of $\nu_0^{-3}$). At $n=100$, $\nu_2+\mu_\pi=23.933$ is close to a pole of $\cot b$, and $\mu_{\rm eff}=-0.132$. The coupling is strong: $\sin^2\delta=1/(1+0.92553^2)=0.5386$ and $|S_{02}|^2=\tfrac89\times0.5386=0.479$. Multiplying $\delta$ by $0.02$ and by $0.01$ gives deviations from the average in the ratio $4.04$, as the $\delta^2$ term requires. The value $0.084$ belongs to this rigid-rotor model, because $\nu_2$ at threshold varies as $B^{-1/2}$ and a 1% change of $B$ moves it by $0.12$, enough to change $\cot b$ substantially. The $N^+=0\to2$ spacing of the vibrating ion in $v^+=0$ is $174.3\ \mathrm{cm^{-1}}$, 2.8% below $6B=179.3\ \mathrm{cm^{-1}}$; with it $\nu_2\to25.10$, and the same defects give $\mu_{\rm eff}=-0.079$.

**How good the transformation is.** The numerical check diagonalizes the full coupled radial Hamiltonian on B-splines, with potentials $-a_\Lambda e^{-r^2/r_c^2}$ ($r_c=2$ bohr, $a_\sigma=0.334$, $a_\pi=-0.182$) tuned to the $n=4$ defects and a $\sigma$ projector obtained by quadrature. The determinant is fed the energy-dependent body-frame defects of that model. For $2.5<\nu_0<25$ both roads give the same 38 levels. The largest energy discrepancy, expressed as the common shift of both defects that would produce it, is $6.6\times10^{-5}$, and the largest absolute discrepancies in $w_2$ and $P_\sigma$ are $8\times10^{-4}$ and $2\times10^{-4}$. With $B/4$ the defect error falls to $1.6\times10^{-5}$, and for $N=3$, where $\Delta=14B$, it rises to $1.4\times10^{-4}$, in line with an error proportional to $\Delta$. Swapping the columns of $U$ raises it to $0.077$. Formula (2) gives $q/B^2=273.4$ against $278.0$ from the sum over all $\sigma$ states at $n=3$, which is 1.7% low relative to the sum, and $2486.0$ against $2490.1$ at $n=6$, which is 0.16% low. The absolute gap in $q/B^2$ is $4.65$ at $n=3$ and $4.07$ at $n=6$. Its origin is left open here.

That model tests the method and not the molecule: its $\mu_\sigma$ falls to $0.170$ at threshold, whereas the CI values rise with $n$. Its potentials are also short-ranged, so the errors quoted above do not include the effect of the ion's quadrupole tail. A first-order estimate puts about $0.033$ of $\mu_\sigma-\mu_\pi=0.262$ in the quadrupole and polarization tails beyond $3$ bohr, and $0.013$ beyond $5$ bohr. For the real spectrum the rigid rotor is a further approximation that this check does not test. The defects depend on $R$, which couples these levels to the low-$n$ members of series with a vibrationally excited core that lie among them, and handling that needs vibrational integrals of $\sin\pi(\nu_i+\mu_\Lambda(R))$ in place of the constants used here. Above the $N^+=0$ threshold (1) no longer applies, since that channel is open and the $N^+=2$ series autoionizes through $S_{02}$.

## Computed results

```
R = 2.00 bohr; H2+ minimum R_e = 2.0006 bohr; E(H2+) = -0.602302 Eh
B = 1.361543e-04 Eh = 29.882 cm-1
spurious defect of H 4p in the centre basis = -0.0012
n=2: E_sig -0.751317 Eh, mu 0.1682; E_pi -0.717381 Eh, mu -0.0844
n=3: E_sig -0.664894 Eh, mu 0.1737; E_pi -0.654841 Eh, mu -0.0849
n=4: E_sig -0.636529 Eh, mu 0.1780; E_pi -0.632274 Eh, mu -0.0844
adopted mu_s 0.17795, mu_p -0.08435, delta 0.82406 rad, cot delta 0.92553
N=1: U = [[0.57735, 0.8165], [-0.8165, 0.57735]]
N=1: case-b rotor matrix / B = [[4.0, -2.82843], [-2.82843, 2.0]]
D = 8.169255e-04 Eh; nu_c = 6.848; nu0-nu2=1 at nu0 = 11.213; nu2 limit = 24.7397
N=1 levels:  nu0   nu2   E(Eh, from N+=0)   A_s^2   P_s   w2
  2.8341   2.8157 -6.225006e-02 0.9986 0.9988 0.6375
  3.0927   3.0688 -5.227522e-02 0.0024 0.0012 0.3603
  3.8512   3.8053 -3.371212e-02 0.9908 0.9927 0.5937
  4.1049   4.0496 -2.967283e-02 0.0137 0.0075 0.4024
  4.8774   4.7853 -2.101834e-02 0.9608 0.9696 0.5150
  5.1282   5.0215 -1.901252e-02 0.0531 0.0308 0.4788
  5.9103   5.7485 -1.431372e-02 0.8783 0.9072 0.3967
  6.1709   5.9874 -1.313033e-02 0.1542 0.0938 0.5944
  6.9439   6.6856 -1.036948e-02 0.7230 0.7935 0.2650
  7.2454   6.9533 -9.524576e-03 0.3325 0.2083 0.7217
  7.9733   7.5889 -7.864977e-03 0.5278 0.6619 0.1678
  8.3637   7.9232 -7.147752e-03 0.5463 0.3413 0.8106
  8.9987   8.4566 -6.174655e-03 0.3375 0.5532 0.1217
  9.5317   8.8944 -5.503383e-03 0.7568 0.4519 0.8335
 10.0260   9.2920 -4.974085e-03 0.1567 0.4756 0.1255
 20.6811  15.8672 -1.169018e-03 0.9084 0.5421 0.6742
 21.1014  16.0547 -1.122914e-03 0.0096 0.4052 0.2263
 22.0013  16.4405 -1.032932e-03 0.3180 0.3676 0.0642
3p pi: nu 3.0844, 4 pi nu^3 cot 341.26, 6 nu^2 57.08
q = 5.2682e-06 Eh = 1.156 cm-1; N=1: 2q = 1.0536e-05 Eh
full MQDT Pi+ - Pi- (N=1) = 1.0849e-05 Eh = 2.381 cm-1
single-n 2x2 model, max error in nu0: n=4 0.00066, n=10 0.09774
n=100: mu_eff -0.13221, nu2 24.0175, w2 1.403e-02, P_s 0.3379
n=4000: mu_eff 0.08336, nu2 24.7392, w2 1.531e-07, P_s 0.3333
n=8000: mu_eff 0.08359, nu2 24.7395, w2 1.921e-08, P_s 0.3333
averaged defect N+=0: 0.00308; N+=2: 0.09052; |S02|^2 = 0.4788
deviation from average, delta x0.02 over x0.01: ratio 4.039
model V = -a exp(-r^2/rc^2), rc 2.0 bohr: a_s 0.3344 Eh, a_p -0.1823 Eh
model defects at threshold: mu_s 0.1700, mu_p -0.0836
N=1, B x1.0: 38 levels, max err defect 6.6e-05, w 8.2e-04, P_s 2.0e-04
N=1, B x0.25: 42 levels, max err defect 1.6e-05, w 2.0e-04, P_s 4.9e-05
N=3, B x1.0: 34 levels, max err defect 1.4e-04, w 2.1e-03, P_s 3.9e-04
control with sigma and pi columns swapped: max err defect 0.077
model q/B^2, n=3: sum over states 278.02 /Eh, formula 273.37 /Eh
model q/B^2, n=6: sum over states 2490.09 /Eh, formula 2486.02 /Eh
```
